Why islands moved by edge atoms slow down with size

**Question.** A flat island, one atomic layer thick, sits on a terrace between two pulses of a deposition process. Its atoms stay with it, but some of them run along its edge, and the island as a whole wanders. Large islands wander far more slowly than small ones. Which power of the radius governs this, why that power, and what must hold for it to be right?

**Answer.** The mechanism has two parts: how far one atomic hop moves the whole island, and how often hops occur. A third part decides whether the first two may simply be multiplied, namely how long the island remembers earlier hops.

**One hop moves the centre a little**

Let the island have N atoms at positions r_i. Its centre of mass is

X = (1/N) Σ r_i.

If one atom hops by a vector b and the others stay, the sum changes by b, so

ΔX = b/N.

For a compact, nearly circular island of radius R, with area Ω per atom,

N = πR²/Ω.

The step of the centre therefore falls as the inverse of the area, R⁻².

**Hops occur along the perimeter**

Atoms inside the island are locked in. The mobile ones counted here are edge adatoms, which sit against the outside of the edge. Let c be their equilibrium number per unit length, so that 2πRc of them are present on average. Each hops a distance a along the edge with rate w to the left and w to the right. After a time t an adatom has made 2wt hops on average, and its mean squared displacement along the edge is 2wta². In one dimension this equals 2D_e t, which defines the edge diffusivity:

D_e = wa².

The total hop rate of the island is

Γ = 2w · 2πRc = 4πRcw.

It grows as R, provided that c and w do not depend on R.

**Putting the two together**

After M = Γt hops the centre has moved by the sum of all b_i/N. Its mean square is

⟨|ΔX|²⟩ = (1/N²) [Σ_i ⟨b_i²⟩ + Σ_(i≠j) ⟨b_i·b_j⟩].

If different hops are uncorrelated, the second sum vanishes and the first is Γta². The diffusivity D of the island is defined in the plane by ⟨|ΔX|²⟩ = 4Dt, so

D = Γa²/(4N²).

Insert Γ and use wa² = D_e:

D = πRcD_e/N².

Finally insert N = πR²/Ω:

D = cD_eΩ²/(πR³).

This is the inverse cube. The perimeter gives R. The step of the centre gives R⁻², but diffusion adds squares of steps, so it enters as R⁻⁴. The product is R·R⁻⁴ = R⁻³.

**Are the hops really uncorrelated?**

Not in general, and one case shows how badly the assumption can fail. Suppose n adatoms circulate for ever on a perfect, frozen circle and never join it. Each can move at most one diameter from its starting point, so the centre can never move farther than 2Rn/N. It jiggles but does not diffuse. Lasting motion requires adatoms to leave the edge structure at one place and be built in at another. This happens at kinks, the ends of unfinished atomic rows.

Call the path of an adatom from release to capture an excursion. Let capture occur at a constant rate κ. During a time t the adatom's angle changes by Δθ, which is Gaussian with variance 2D_e t/R². The squared straight-line distance between start and end is 2R²(1 − cos Δθ), and the mean of the cosine is exp(−D_e t/R²). Averaging over lifetimes with the weight κ exp(−κt) gives

⟨chord²⟩ = 2R² [1 − κ/(κ + D_e/R²)] = 2D_e/(κ + D_e/R²).

In equilibrium, releases balance captures, so excursions occur at the rate 2πRcκ. Each moves the centre by chord/N. If the excursions are independent,

D = (1/4)(2πRcκ)(1/N²) · 2D_e/(κ + D_e/R²).

Dividing numerator and denominator by κ, and defining the capture length ℓ by ℓ² = D_e/κ, gives

D = [cD_eΩ²/(πR³)] / (1 + ℓ²/R²).

The inverse cube is thus the limit R ≫ ℓ: an adatom must be captured before it notices that the edge is curved. With x = ℓ²/R², the local exponent is

d ln D/d ln R = −3 + 2x/(1 + x),

because ln(1 + x) has the slope −2x/(1 + x) in ln R.

In the opposite limit, R ≪ ℓ, an adatom circles the island and forgets where it started. The mean squared chord is then 2R², whatever D_e may be, and

D → cκΩ²/(πR).

The exponent is now −1. The perimeter and the squared inverse area are the same as before; the extra R² comes from the length of the excursions. Counting active sites and single-hop displacements is therefore not enough without the condition on memory.

The memory factor was tested by solving the hopping equations on a ring of 400 sites. For ℓ/R = 0.1, 1 and 10 the solution gives 0.99008, 0.49999 and 0.00990, against 0.99010, 0.50000 and 0.00990 from 1/(1 + ℓ²/R²).

**Why the edge does not pull the centre back**

Independence of the excursions needs a reason. Atoms moved from the left side to the right might make the right side more willing to release atoms, which would undo the motion. Line tension does act in this way on bumps. To see what it does to a displacement, take the shape

r(θ) = R(1 + ε cos nθ), with ε ≪ 1.

Its perimeter is the integral of √(r² + r′²) ≈ r + r′²/(2r). The average of r′² is R²ε²n²/2, so to second order the perimeter is 2πR(1 + ε²n²/4). The area is πR²(1 + ε²/2), which is that of a circle of radius R(1 + ε²/4). Compared with that circle, the edge is longer by the fraction

ε²(n² − 1)/4.

For n ≥ 2 this is positive, and line tension smooths the wave away. For n = 1 it vanishes, because to first order in ε that wave is a shifted circle. A shifted island is as round as before and has no reason to return. The argument assumes a line tension independent of direction and adatoms too dilute to disturb one another.

**What sets the capture length**

Let kinks be evenly spaced at a distance λ and capture every adatom that reaches them. The mean time T(s) to capture from a point s between two kinks obeys

D_e T″ = −1, T(0) = T(λ) = 0,

with the solution T = s(λ − s)/(2D_e). The integral of s(λ − s) from 0 to λ is λ³/6, so the average over starting points is λ²/(12D_e). Taking this as 1/κ gives

ℓ = λ/√12.

This replaces separate traps by a uniform capture rate. A direct count of transfers between kinks shows what the replacement costs. An adatom gas of density c at one kink and zero at the next, a distance λ away, carries a current cD_e/λ. There are 2πR/λ kinks with two neighbours each, so transfers occur at the rate 4πRcD_e/λ². Each covers a chord 2R sin(λ/2R). Adatoms that return to their own kink contribute nothing. Hence

D = (πRcD_e/N²) (sin u/u)², u = λ/(2R).

For small u the factor is 1 − u²/3 = 1 − λ²/(12R²), the same leading correction as 1/(1 + ℓ²/R²). In the limit λ ≪ R the spacing drops out: more widely spaced kinks exchange atoms less often but over longer distances, and the two effects cancel.

The cancellation ends when λ becomes comparable with the island. At low temperature an island has long straight sides without kinks, and a new row must be nucleated before the side can advance. That costs an additional activation energy, and the derivations of the −3 and −1 limits do not cover this case.

**The same law from a force**

A second derivation avoids counting hops. Let a weak force f in the x direction act on every atom built into the island. Releasing an atom at position x then costs an additional energy fx, so the adatom density in equilibrium with the edge becomes

c(x) ≈ c(1 − fx/kT), with x = R cos θ.

The density gradient along the edge drives the current

J = −(D_e/R) dc/dθ = −(cD_e f/kT) sin θ.

Where the current converges, the edge advances. Its normal velocity is

v = −(Ω/R) dJ/dθ = [ΩcD_e f/(RkT)] cos θ.

A normal velocity V cos θ is a rigid translation with speed V. The total force is Nf, and the Einstein relation D = kT·V/(Nf) gives

D = ΩcD_e/(RN) = cD_eΩ²/(πR³),

as before.

The same method treats the competing route, in which atoms leave the island, cross the terrace and return. Let c_t be the terrace adatom density per area and D_t its diffusivity. At the edge the density changes by −c_t fR cos θ/kT. Outside an isolated island, the slowly varying solution of the diffusion equation that decays at large distance is

δc_t = −(c_t f/kT)(R²/r) cos θ.

The flux into the island at r = R is (c_tD_t f/kT) cos θ. Multiplying by Ω gives V = Ωc_tD_t f/kT, and therefore

D_terrace = Ωc_tD_t/N = c_tD_tΩ²/(πR²).

This falls more slowly with R than the edge route, so it wins for large enough islands, above

R* = cD_e/(c_tD_t).

The inverse cube thus holds in a window, λ ≪ R ≪ R*. The terrace formula assumes rapid attachment at the edge and neglects atoms on top of the island. If those atoms have the same density and diffusivity and cross the edge as easily, they contribute an equal amount, which doubles D_terrace and halves R*.

**A test on islands made of atoms**

The derivation treats the edge as a smooth line. A lattice simulation does not. Islands of 36 and 144 atoms on a square lattice, with a bond energy of 2.5 kT, moved by hops to any of the eight neighbouring sites. Hops that broke an island apart or enclosed a hole were forbidden, so no atom escaped. For each size 800 islands were followed for 400 sweeps after a warm-up of 100; one sweep is one attempted hop per atom on average.

The diffusivity was 1.69×10⁻⁴ for the small islands and 2.22×10⁻⁵ for the large ones, in squared lattice constants per sweep. Doubling the radius reduced it by a factor of 7.6, where the inverse cube predicts 8. The exponent is −2.93 with a statistical error of 0.07. The hop rate grew with the exponent 1.04, close to the perimeter law. The run tests the exponent, not the prefactor: with c = exp(−2.5) per lattice constant and a hop rate of 1/8 per direction and sweep, the smooth-edge formula gives only about half of the measured D at both sizes. The simulation also lets atoms with two or more bonds hop, for example into notches in the edge. In the large islands such hops supply more than half of the summed squared hop length, about 0.6, and the formula does not count them.

The simulation also shows in what sense the hops are uncorrelated. The mean squared displacement of the centre was 0.557 times the value for independent hops in the small islands, and 0.565 times in the large ones. Nearly half of the expected spreading is lost because hops partly undo one another. Yet the loss is almost the same at both sizes, so it changes the prefactor and hardly touches the exponent. That is the condition the law needs.

The evidence has limits. Two small sizes give one slope, not a proof of the asymptotic law. The centre of a large island moved by only about 0.2 lattice constants. Over the second half of the run the mean squared displacement grew by factors of 1.84 and 1.99 for the small and large islands, where steady diffusion gives 2. The correlation factor also depends on the time over which it is measured: it is larger over short times, when fewer hops have been undone. The values near 0.56 belong to 400 sweeps, have a statistical error of about 0.02 each, and should not be read as a precise long-time prefactor.

**From the formula to a number**

Take T = 500 K, so kT = 0.04309 eV, and a square lattice with a = 0.3 nm and Ω = a². Let the bond energy be E_b = 0.20 eV, the barrier for a hop along the edge 0.30 eV and the attempt rate 10¹³ s⁻¹. An atom at a kink has two bonds in the plane and an edge adatom has one, so creating an edge adatom costs one bond. On stretches of edge without kinks this gives

c = exp(−E_b/kT)/a = 0.0321 nm⁻¹.

The hop rate and edge diffusivity are

w = 10¹³ s⁻¹ × exp(−0.30/0.04309) = 9.47×10⁹ s⁻¹,

D_e = wa² = 8.52×10⁸ nm²/s.

An island with R = 5 nm has N = π × 25/0.09 = 873 atoms. On average 2πRc = 1.01 edge adatoms are present, so treating them as dilute is reasonable. Together they make

Γ = 2 × 9.47×10⁹ × 1.01 = 1.91×10¹⁰ hops per second,

and each hop moves the centre by 0.3/873 = 3.44×10⁻⁴ nm. Hence

D = 1.91×10¹⁰ × (3.44×10⁻⁴)²/4 ≈ 565 nm²/s = 5.6×10⁻¹² cm²/s.

The island wanders by its own radius in R²/(4D) = 25/(4 × 565) = 0.011 s. At R = 10 nm, with all else fixed, D is eight times smaller, 71 nm²/s.

For a purge of t = 5 s one can ask for the largest island that wanders its own radius. Setting 4Dt = R² with D ∝ R⁻³ gives

R⁵ = 4tcD_eΩ²/π,

and so R = 17 nm. The fifth power makes this radius insensitive to the rates: a tenfold smaller D at every size reduces it by only 10^(1/5) ≈ 1.6.

**How large are the neglected effects?**

*Kink spacing.* In the broken-bond model an edge step of height m has the weight q^|m|, with q = exp(−E_b/2kT). The weights sum to (1 + q)/(1 − q), so a site carries a step with probability 2q/(1 + q). For an edge along a lattice row the mean spacing is λ = 1.7 nm. This value is used below for the whole edge, although a round island needs additional kinks where its edge is tilted. If the kinks were evenly spaced, ℓ would be 0.48 nm and the memory factor at R = 5 nm would be 0.991. In this model, however, steps occur independently from site to site, so the gaps are random. Long gaps hold more adatoms and keep them longer, and the average becomes ℓ² = ⟨λ³⟩/(12⟨λ⟩). This gives ℓ = 1.08 nm and a factor of about 0.955.

*Edge curvature.* Removing one atom shortens the perimeter by Ω/R, because dN = 2πR dR/Ω. With a line tension γ this raises the adatom density by the factor exp[γΩ/(RkT)]. The step weights give γ = [E_b/2 − kT ln((1 + q)/(1 − q))]/a = 0.305 eV/nm for a straight edge along a lattice row. Used for the whole edge, it yields a factor of 1.14.

*Terrace exchange.* Freeing a kink atom completely costs two bonds, so c_t = exp(−2E_b/kT)/Ω. With a terrace barrier of 0.40 eV this route adds 1.6% of the simple D. It would overtake the simple edge law near R* = 317 nm.

*A barrier for passing kinks.* Let one link in every λ/a have its rate reduced by s = exp(−B/kT). A steady current J needs a density drop J/(rate) across each link, and the drops add. The edge diffusivity is multiplied by

(λ/a)/(λ/a − 1 + 1/s).

For B = 0.10 eV, with ℓ held fixed, this is 0.38. It is the largest correction here. In this estimate, which spreads the barriers evenly along the edge, it does not depend on R. If instead the gaps are random, with one slow link in each gap of m links, counting the transfers between kinks as independent would give ⟨m²/(m − 1 + 1/s)⟩/⟨m⟩, about 0.47. That count is too high. Each transfer moves the two kinks it connects, and over long times the same net number of atoms must pass through every gap. The gaps therefore still act in series, and the factor stays at about 0.38 or somewhat below.

Together, with evenly spaced kinks, these estimates reduce D at 5 nm from 565 to about 250 nm²/s, and the purge radius from 17 to 14 nm. The local exponent becomes −3.07. Curvature contributes −0.13, terrace exchange +0.04 and finite kink spacing +0.02. Random kink spacing raises the last contribution to about +0.09 and brings the exponent back to about −3.0. With the same barrier factor of 0.38, random spacing gives D at 5 nm of about 240 nm²/s. The small deviation from −3 therefore depends on details of the edge. So does D itself: if the additional kinks of a round island reduced the mean spacing to 1.1 nm, the barrier factor for even gaps would be 0.29 and D about 190 nm²/s.

**Beside a real process**

The energies are round values in the rough regime of one-layer coinage-metal islands on an fcc(100) terrace; they describe no particular metal. Because D depends exponentially on them, the numbers above are an illustration, not a prediction for a real island. A temperature of 500 K and a purge of a few seconds are ordinary for atomic layer deposition. One assumption that may break there is that of a clean, freely moving edge. Ligands left by the precursor, or strong bonds to a foreign substrate, can raise the edge barrier. An additional 0.10 eV lowers the edge part of D by exp(0.10/0.04309) ≈ 10 and the simple purge radius from 17 to about 11 nm. An additional 0.50 eV lowers the edge part by about 10⁵. If the terrace barrier stays at 0.40 eV, exchange across the terrace then carries nearly all the motion. In the formulas above, D then falls as R⁻² and the purge radius is about 8 nm, so the inverse cube no longer applies. Many deposited nuclei are also several layers high, and the one-layer formula does not describe them. If their height grows with their radius, N no longer scales as R². The law may be used to estimate island migration when the islands are one layer thick, their edges are rough and free of adsorbates, and their radii lie well inside the window between λ and R*.

The numerical output below lists most of the values used here; its kink correction and corrected totals are those for even spacing.

Computed values

```
LATTICE MONTE CARLO (lengths in lattice constants)
bond energy / kT = 2.5, islands per size = 800
warm-up = 100 sweeps, measured time = 400 sweeps
N = 36: hops per sweep = 0.996
  D = 1.688e-04 per sweep
  MSD(full time)/MSD(half time) = 1.84
  hop correlation factor = 0.557
N = 144: hops per sweep = 2.053
  D = 2.222e-05 per sweep
  MSD(full time)/MSD(half time) = 1.99
  hop correlation factor = 0.565
exponent of hop rate in R = 1.04
exponent of D in R = -2.93 +- 0.07 (stat.)
RING MASTER EQUATION: D / (law without memory)
ell/R =  0.1: 0.99008
ell/R =  1.0: 0.49999
ell/R = 10.0: 0.00990
WORKED EXAMPLE (round model parameters)
T = 500 K, kT = 0.04309 eV, a = 0.3 nm
bond energy = 0.20 eV, attempt rate = 1e+13 1/s
edge barrier = 0.30 eV, terrace barrier = 0.40 eV
edge hop rate per direction = 9.465e+09 1/s
De = 8.519e+08 nm2/s, c = 0.0321 1/nm
R = 5.0 nm: N = 873 atoms
mean number of edge adatoms = 1.010
total hop rate = 1.911e+10 1/s
centre step per hop = 3.438e-04 nm
simple D = 564.6 nm2/s = 5.65e-12 cm2/s
time to wander one radius = 0.0111 s
simple D at R = 10.0 nm: 70.58 nm2/s
purge = 5.0 s: simple purge radius = 16.98 nm
NEGLECTED EFFECTS at R = 5 nm
kink spacing = 1.678 nm, ell = 0.484 nm
finite kink spacing: factor 0.9907
line tension = 0.3050 eV/nm
curvature-enhanced density: factor 1.1359
terrace D / simple edge D = 0.0158
terrace crossover radius = 316.9 nm
extra kink barrier 0.10 eV: factor 0.3784
corrected D = 250.6 nm2/s
corrected local exponent = -3.069
corrected purge radius = 14.43 nm
```
